# Limiting Midplane Electron Density in an Undoped Film Between Injecting Contacts: a program that tests the result

```python
"""Electron density at the midplane of an undoped film between two identical
electron-injecting contacts, in equilibrium.
Result under test (atomic units): as the contact density n_c grows, the midplane
density n_m rises towards n_lim = pi*kappa*T/(2*L^2) and never exceeds it.
L: film thickness, kappa: relative permittivity, T: thermal energy k_B*temperature.
At finite n_c: n_m = n_lim*(2*theta/pi)^2, theta/cos(theta) = A,
A = L*sqrt(pi*n_c/(2*kappa*T)).
The independent side is a finite-volume Newton solution of Poisson's equation.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, gamma

BOHR = sc.physical_constants["Bohr radius"][0]
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
FIELD_AU = sc.physical_constants["atomic unit of electric field"][0]
NM = 1e-9 / BOHR                  # one nanometre in bohr
PER_CM3 = (BOHR * 100) ** 3       # one cm^-3 in bohr^-3
PER_CM2 = (BOHR * 100) ** 2       # one cm^-2 in bohr^-2
MV_CM = 1e8 / FIELD_AU            # one MV/cm in atomic units


def thermal_energy(kelvin):
    return sc.k * kelvin / sc.e / HARTREE_EV


def limit_density(length, temp, kappa):
    return np.pi * kappa * temp / (2 * length**2)


def contact_parameter(n_c, length, temp, kappa):
    return length * np.sqrt(np.pi * n_c / (2 * kappa * temp))


def closed_form(n_c, length, temp, kappa):
    """Midplane density and angle theta from the derived formula."""
    a = contact_parameter(n_c, length, temp, kappa)
    theta = brentq(lambda t: t - a * np.cos(t), 0, np.pi / 2, xtol=1e-14)
    return limit_density(length, temp, kappa) * (2 * theta / np.pi) ** 2, theta


def solve_film(n_c, length, temp, kappa, donors=0.0, cells=2400):
    """Solve Poisson's equation for w = ln(n/n_c), with w = 0 at both contacts."""
    x = -length / 2 * np.cos(np.pi * np.arange(cells + 1) / cells)
    h = np.diff(x)
    volume = (h[:-1] + h[1:]) / 2
    strength = 4 * np.pi / (kappa * temp)
    w = np.zeros(cells + 1)
    for _ in range(100):
        n = n_c * np.exp(w[1:-1])
        residual = np.diff(np.diff(w) / h) - strength * volume * (n - donors)
        bands = np.zeros((3, cells - 1))
        bands[0, 1:] = 1 / h[1:-1]
        bands[1] = -(1 / h[:-1] + 1 / h[1:]) - strength * volume * n
        bands[2, :-1] = 1 / h[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        w[1:-1] += step
        if np.max(np.abs(step)) < 1e-8:
            return x, n_c * np.exp(w)
    raise RuntimeError("Newton iteration did not converge")


# ---- silicon film -------------------------------------------------------
length_nm, kelvin, kappa = 100.0, 300.0, 11.7
L, T = length_nm * NM, thermal_energy(kelvin)
n_lim = limit_density(L, T, kappa)
print(f"film thickness: {length_nm:.0f} nm; temperature: {kelvin:.0f} K")
print(f"relative permittivity: {kappa}; k_B T: {T * HARTREE_EV:.5f} eV")
print(f"limiting midplane density: {n_lim / PER_CM3:.4e} cm^-3")
print(f"same in atomic units: {n_lim:.4e} bohr^-3")

# ---- finite contact densities: numerical solution against closed form ----
print("n_c, n_m numerical, n_m formula (cm^-3), n_m/n_lim, A")
previous = 0.0
for contact in (1e15, 1e17, 1e18, 1e19, 1e20, 1e21):
    n_c = contact * PER_CM3
    x, n = solve_film(n_c, L, T, kappa)
    n_mid = n[len(n) // 2]
    n_formula, theta = closed_form(n_c, L, T, kappa)
    a = contact_parameter(n_c, L, T, kappa)
    assert abs(n_mid / n_formula - 1) < 1e-4
    assert previous < n_mid < n_lim
    previous = n_mid
    # whole profile; tolerance covers the grid error in the steep contact layer
    profile = n_formula / np.cos(2 * theta * x / L) ** 2
    assert np.max(np.abs(n / profile - 1)) < 2e-3
    # simple bound on n_m and the size of its error
    excess = n_lim / (1 + 1 / a) ** 2 / n_mid - 1
    assert -1e-5 < excess < 1 / a**3 + 1e-5
    # sheet density and contact field
    sheet = trapezoid(n, x)
    assert abs(sheet / (n_formula * L * np.tan(theta) / theta) - 1) < 2e-3
    field = 2 * np.pi * sheet / kappa
    field_formula = np.sqrt(8 * np.pi * T * (n_c - n_formula) / kappa)
    assert abs(field / field_formula - 1) < 2e-3
    print(f"{contact:.0e}  {n_mid / PER_CM3:.4e}  {n_formula / PER_CM3:.4e}"
          f"  {n_mid / n_lim:.4f}  {a:.3f}")
    if contact in (1e19, 1e20):
        bending = T * np.log(n_c / n_mid) * HARTREE_EV
        print(f"   band bending, contact to midplane: {bending:.4f} eV")
        print(f"   sheet density: {sheet / PER_CM2:.3e} cm^-2")
        print(f"   field at contact: {field / MV_CM:.3f} MV/cm")
        print(f"   added length per contact L/(2A): {length_nm / (2 * a):.3f} nm")

# ---- extrapolation of numerical solutions to infinite contact density ----
for l_nm, temp_k, eps in ((100.0, 300.0, 11.7), (50.0, 400.0, 16.0)):
    inv_contact, inv_mid = [], []
    for contact in (1e20, 1e21):
        n = solve_film(contact * PER_CM3, l_nm * NM, thermal_energy(temp_k), eps)[1]
        inv_contact.append((contact * PER_CM3) ** -0.5)
        inv_mid.append(n[len(n) // 2] ** -0.5)
    slope = (inv_mid[1] - inv_mid[0]) / (inv_contact[1] - inv_contact[0])
    extrapolated = (inv_mid[1] - slope * inv_contact[1]) ** -2
    target = limit_density(l_nm * NM, thermal_energy(temp_k), eps)
    assert abs(extrapolated / target - 1) < 1e-4
    print(f"extrapolated n_m ({l_nm:.0f} nm, {temp_k:.0f} K, kappa {eps}): "
          f"{extrapolated / PER_CM3:.4e} cm^-3")
    print(f"   limit formula: {target / PER_CM3:.4e} cm^-3")

# ---- contact density needed to come close to the limit -------------------
for deficit in (0.10, 0.01):
    angle = np.pi / 2 * np.sqrt(1 - deficit)
    needed = n_lim * (1 - deficit) / np.cos(angle) ** 2
    n = solve_film(needed, L, T, kappa)[1]
    assert abs(n[len(n) // 2] / n_lim - (1 - deficit)) < 1e-4
    print(f"n_c for n_m within {100 * deficit:.0f}% of limit: "
          f"{needed / PER_CM3:.3e} cm^-3")

# ---- degeneracy: Fermi-Dirac statistics in a parabolic band --------------
band_density = 2.8e19 * PER_CM3   # rough effective density of states, silicon
ds = 0.02
s = np.arange(0, 12 + ds / 2, ds)
nodes, weights = np.polynomial.legendre.leggauss(200)


def fermi(order, eta):
    """Normalized Fermi-Dirac integral, order 1/2 or 3/2 (tends to exp(eta))."""
    eta = np.atleast_1d(eta)
    values = 2 * s ** (2 * order + 1) * expit(eta[:, None] - s**2)
    return values.sum(axis=1) * ds / gamma(order + 1)


for eta_test in (-3.0, 3.0):
    direct = quad(lambda t: np.sqrt(t) * expit(eta_test - t), 0, 60,
                  epsabs=1e-12, limit=200)[0] / gamma(1.5)
    assert abs(fermi(0.5, eta_test)[0] / direct - 1) < 1e-7


def half_width(eta_mid, eta_contact, pressure):
    """Distance from midplane to contact, from the first integral."""
    y_max = np.sqrt(eta_contact - eta_mid)
    y = y_max * (nodes + 1) / 2
    rise = pressure(eta_mid + y**2) - pressure(np.array([eta_mid]))
    integral = np.sum(weights * 2 * y / np.sqrt(2 * rise)) * y_max / 2
    return np.sqrt(kappa * T / (4 * np.pi * band_density)) * integral


def fermi_pressure(eta):
    return fermi(1.5, eta)


for contact in (1e19, 1e20):
    n_c = contact * PER_CM3
    n_boltzmann = closed_form(n_c, L, T, kappa)[0]
    # the same quadrature with Boltzmann statistics must give the closed form
    eta_c = np.log(n_c / band_density)
    eta_m = brentq(lambda e: half_width(e, eta_c, np.exp) - L / 2,
                   -12, eta_c - 1e-3)
    assert abs(band_density * np.exp(eta_m) / n_boltzmann - 1) < 1e-5
    eta_c = brentq(lambda e: band_density * fermi(0.5, e)[0] - n_c, -10, 20)
    eta_m = brentq(lambda e: half_width(e, eta_c, fermi_pressure) - L / 2,
                   -12, eta_c - 1e-3)
    n_fermi = band_density * fermi(0.5, eta_m)[0]
    assert 0 < n_fermi / n_boltzmann - 1 < 0.1
    print(f"Fermi-Dirac n_m at n_c {contact:.0e}: {n_fermi / PER_CM3:.4e} cm^-3"
          f" ({100 * (n_fermi / n_boltzmann - 1):+.2f}%)")

# infinite contact density: strongly degenerate tail beyond eta = 60 added
eta_cut = 60.0
tail = (np.sqrt(kappa * T / (4 * np.pi * band_density))
        * 4 * np.sqrt(gamma(3.5) / 2) * eta_cut**-0.25)
eta_m = brentq(lambda e: half_width(e, eta_cut, fermi_pressure) + tail - L / 2,
               -12, 0)
n_fermi = band_density * fermi(0.5, eta_m)[0]
assert n_lim < n_fermi < 1.3 * n_lim
print(f"Fermi-Dirac formal limit: {n_fermi / PER_CM3:.4e} cm^-3"
      f" ({100 * (n_fermi / n_lim - 1):+.1f}%)")
print(f"rough band density of states: {band_density / PER_CM3:.1e} cm^-3")
print(f"midplane band edge above Fermi level, in limit: "
      f"{T * np.log(band_density / n_lim) * HARTREE_EV:.4f} eV")

# ---- residual doping, holes, quantum smoothing, temperature --------------
reference = solve_film(1e20 * PER_CM3, L, T, kappa)[1]
for donors in (1e15, -1e15):
    n = solve_film(1e20 * PER_CM3, L, T, kappa, donors * PER_CM3)[1]
    shift = n[len(n) // 2] / reference[len(n) // 2] - 1
    assert shift * donors > 0 and abs(shift) < 0.1
    kind = "donors" if donors > 0 else "acceptors"
    print(f"n_m change from {abs(donors):.0e} cm^-3 {kind}: {100 * shift:+.2f}%")
n_intrinsic = 1e10                # rough value for silicon at 300 K, cm^-3
print(f"rough intrinsic density: {n_intrinsic:.0e} cm^-3")
print(f"midplane hole density: {n_intrinsic**2 / (n_lim / PER_CM3):.1e} cm^-3")
mass = 0.19                       # light transverse mass, the worst case
mid_quantum = (np.pi / L) ** 2 / (6 * mass) / T
reach = np.sqrt(2 / (6 * mass * T))
print(f"light electron mass: {mass} m_e")
print(f"quantum correction at midplane: {100 * mid_quantum:.2f}% of k_B T")
print(f"distance from contact where it equals k_B T: {reach / NM:.2f} nm")
print(f"rough size of n_m change, 4*distance/L: {100 * 4 * reach / L:.0f}%")
hot = limit_density(L, thermal_energy(400.0), kappa)
print(f"limiting density at 400 K: {hot / PER_CM3:.4e} cm^-3")

print("all good")
```

Output:

```
film thickness: 100 nm; temperature: 300 K
relative permittivity: 11.7; k_B T: 0.02585 eV
limiting midplane density: 3.2995e+16 cm^-3
same in atomic units: 4.8894e-09 bohr^-3
n_c, n_m numerical, n_m formula (cm^-3), n_m/n_lim, A
1e+15  9.3191e+14  9.3191e+14  0.0282  0.273
1e+17  1.7396e+16  1.7396e+16  0.5272  2.735
1e+18  2.6485e+16  2.6485e+16  0.8027  8.648
1e+19  3.0707e+16  3.0707e+16  0.9307  27.346
   band bending, contact to midplane: 0.1496 eV
   sheet density: 3.651e+12 cm^-2
   field at contact: 0.282 MV/cm
   added length per contact L/(2A): 1.828 nm
1e+20  3.2245e+16  3.2245e+16  0.9773  86.476
   band bending, contact to midplane: 0.2078 eV
   sheet density: 1.156e+13 cm^-2
   field at contact: 0.894 MV/cm
   added length per contact L/(2A): 0.578 nm
1e+21  3.2755e+16  3.2755e+16  0.9927  273.461
extrapolated n_m (100 nm, 300 K, kappa 11.7): 3.2995e+16 cm^-3
   limit formula: 3.2995e+16 cm^-3
extrapolated n_m (50 nm, 400 K, kappa 16.0): 2.4065e+17 cm^-3
   limit formula: 2.4065e+17 cm^-3
n_c for n_m within 10% of limit: 4.580e+18 cm^-3
n_c for n_m within 1% of limit: 5.269e+20 cm^-3
Fermi-Dirac n_m at n_c 1e+19: 3.0904e+16 cm^-3 (+0.64%)
Fermi-Dirac n_m at n_c 1e+20: 3.2877e+16 cm^-3 (+1.96%)
Fermi-Dirac formal limit: 3.7273e+16 cm^-3 (+13.0%)
rough band density of states: 2.8e+19 cm^-3
midplane band edge above Fermi level, in limit: 0.1743 eV
n_m change from 1e+15 cm^-3 donors: +1.91%
n_m change from 1e+15 cm^-3 acceptors: -1.90%
rough intrinsic density: 1e+10 cm^-3
midplane hole density: 3.0e+03 cm^-3
light electron mass: 0.19 m_e
quantum correction at midplane: 0.26% of k_B T
distance from contact where it equals k_B T: 2.27 nm
rough size of n_m change, 4*distance/L: 9%
limiting density at 400 K: 4.3993e+16 cm^-3
all good
```
